**Force and stress from a nonlinear core correction, PBE and r²SCAN, in Rydberg units**

With $n_s=n_{v,s}+n_c/2$ and $\tau_s=\tau_{v,s}+\tau_c/2$, where $n_c$ and $\tau_c$ are lattice sums of rigid radial functions $\rho_I$, $t_I$ of $d=|\mathbf r-\mathbf R_I-\mathbf L|$, the core force is $\mathbf F_I=\int[\bar v\rho'+\bar wt']\hat{\mathbf d}$ and the core stress term is $C_{ab}=\int[\bar v\rho'+\bar wt']d_ad_b/d$. Here $\bar v$ and $\bar w$ are spin averages of $\delta E_{xc}/\delta n_s$ and $\partial f/\partial\tau_s$. For a self-consistent two-ion plane-wave model, the program asserts that the real-space and reciprocal-space force and stress formulas match finite differences of $E_{xc}$, and that variants without $\tau_c$, with the valence gradient only, or with mixed isotropic terms do not. It also asserts the core formulas against Cartesian orbitals, Bessel quadrature and Fourier synthesis, the sign of $\alpha$ with and without $\tau_c$, and agreement with derivatives of re-converged r²SCAN energies. The output lists every term; for r²SCAN $|\mathbf F_B|=0.0116$ Ry/bohr and $P_{xc}=-58.9$ GPa, with $+24.6$ GPa from $C^\tau$.

## Numerical verification

```python
# Nonlinear core correction (NLCC): force and stress for GGA and meta-GGA, Rydberg units.
# n_s = nv_s + nc/2, tau_s = tv_s + tc/2, tau = sum |grad psi|^2; nc, tc are lattice sums of rigid
# radial functions rho_I, t_I; d = r - R_I - L.  f = xc energy density, sigma = gradient invariants.
# h_s = 2 f_sigma_ss grad n_s + f_sigma_ud grad n_other, v_s = f_n - div h_s, w_s = f_tau,
# vbar, wbar = spin averages.  Results under test:
#  F_I = int [vbar rho' + wbar t'] d/|d| = sum_G iG exp(-iG.R) [vbar* rho~ + wbar* t~]
#  dExc/deps_ab = delta_ab [Exc - int(v nv + w tv)] - int h_a d_b n - 2 int w tv_ab + C_ab
#  C_ab = int [vbar rho' + wbar t'] d_a d_b/|d|
#       = -delta_ab int(vbar nc + wbar tc) - sum_G exp(-iG.R)[vbar* rho~' + wbar* t~'] G_a G_b/G
# Model: two ions, Gamma point plane waves, 2 up + 1 down electrons, no ion-ion energy.
import itertools
import numpy as np
from numpy.fft import fftn, ifftn
from numpy.polynomial import Polynomial as Poly
from scipy.integrate import quad
from scipy.special import spherical_jn
from scipy.constants import physical_constants as pc
from pyscf.dft import libxc

pi = np.pi
RY_J = pc['Rydberg constant times hc in J'][0]
BOHR = pc['Bohr radius'][0]
GPA = RY_J / BOHR**3 / 1e9
EVA = pc['Rydberg constant times hc in eV'][0] / (BOHR * 1e10)
N = 21
NP = N**3
CELL = np.array([[6.0, 0.0, 0.0], [0.6, 6.2, 0.0], [-0.3, 0.4, 5.8]])
FRAC = np.array([[0.0, 0.0, 0.0], [0.35, 0.40, 0.45]])
ZION, SMEAR, ECUT, NOCC = (2.0, 1.0), 1.0, 10.0, (2, 1)
XC = {'PBE': 'GGA_X_PBE,GGA_C_PBE', 'r2SCAN': 'MGGA_X_R2SCAN,MGGA_C_R2SCAN'}
AX = (1, 2, 3)

class Core:
    def __init__(s, a, qs, qp):
        s.a, s.qs, s.qp, s.b = a, qs, qp, 1 / a**2
        c0 = qs * (s.b / pi)**1.5
        c1 = 2 * qp / 3 * s.b * (s.b / pi)**1.5
        s.real = {'n': Poly([c0, c1 / s.b]), 't': Poly([3 * c1, c0 * s.b - 2 * c1, c1])}
        T = [Poly([1.0]), Poly([1.5, -1.0]), Poly([3.75, -5.0, 1.0])]
        s.rec = {k: sum(T[i] * float(c * (pi / s.b)**1.5) for i, c in enumerate(p.coef))
                 for k, p in s.real.items()}
    def radial(s, k, r2, deriv=False):      # value, or derivative with respect to r^2
        x, p = s.b * r2, s.real[k]
        return np.exp(-x) * ((p.deriv()(x) - p(x)) * s.b if deriv else p(x))
    def form(s, k, g2, deriv=False):        # form factor, or derivative with respect to G^2
        y, p = g2 / (4 * s.b), s.rec[k]
        return np.exp(-y) * ((p.deriv()(y) - p(y)) / (4 * s.b) if deriv else p(y))

CORES = [Core(1.0, 1.0, 2.0), Core(1.2, 0.5, 1.0)]
m1 = np.rint(np.fft.fftfreq(N) * N).astype(int)
MI = np.array(np.meshgrid(m1, m1, m1, indexing='ij'))
x1 = np.arange(N) / N
XF = np.array(np.meshgrid(x1, x1, x1, indexing='ij')).reshape(3, -1).T

class Geo:
    def __init__(s, cell, frac):
        s.cell, s.frac = cell, frac
        s.vol = abs(np.linalg.det(cell)); s.dv = s.vol / NP
        s.G = np.einsum('ja,jxyz->axyz', 2 * pi * np.linalg.inv(cell).T, MI)
        s.g2 = (s.G**2).sum(0)
        s.inv = np.where(s.g2 > 1e-12, 1 / np.maximum(s.g2, 1e-12), 0.0)
        s.phase = [np.exp(-2j * pi * np.einsum('j,jxyz->xyz', f, MI)) for f in frac]
        vg = sum(-8 * pi * z * p for z, p in zip(ZION, s.phase)) * np.exp(-s.g2 * SMEAR**2 / 4) * s.inv / s.vol
        s.vloc = ifftn(vg).real * NP
        nc, tc = np.zeros(NP), np.zeros(NP)
        for i, d, r2 in s.images():         # cores from their definition: real-space lattice sums
            nc += CORES[i].radial('n', r2); tc += CORES[i].radial('t', r2)
        s.nc, s.tc = nc.reshape(N, N, N), tc.reshape(N, N, N)
    def images(s):
        for i, f in enumerate(s.frac):
            df = XF - f
            d0 = (df - np.rint(df)) @ s.cell
            for L in itertools.product((-1, 0, 1), repeat=3):
                d = d0 + np.array(L) @ s.cell
                yield i, d, (d * d).sum(1)
    def grad(s, f):
        return ifftn(1j * s.G * fftn(f), axes=AX).real
    def div(s, h):
        return ifftn((1j * s.G * fftn(h, axes=AX)).sum(0)).real

def moved(i, vec):
    fr = FRAC.copy(); fr[i] = fr[i] + vec @ np.linalg.inv(CELL)
    return Geo(CELL, fr)
def strained(eps):
    return Geo(CELL @ (np.eye(3) + eps).T, FRAC)

G0 = Geo(CELL, FRAC)
BASIS = np.flatnonzero(G0.g2.ravel() <= ECUT)
MB = MI.reshape(3, -1)[:, BASIS]
assert 2 * abs(MB).max() <= N // 2
DIFF = np.ravel_multi_index(tuple((MB[:, :, None] - MB[:, None, :]) % N), (N, N, N))

def valence(C, g, tensor=False):
    nv, tv, tab = np.zeros((2, N, N, N)), np.zeros((2, N, N, N)), np.zeros((2, 3, 3, N, N, N))
    for s in range(2):
        for c in C[s].T:
            box = np.zeros(NP, complex); box[BASIS] = c * NP / np.sqrt(g.vol)
            box = box.reshape(N, N, N)
            d = ifftn(1j * g.G * box, axes=AX)
            nv[s] += abs(ifftn(box))**2; tv[s] += (abs(d)**2).sum(0)
            if tensor:
                tab[s] += (d.conj()[:, None] * d[None, :]).real
    return nv, tv, tab

def xc(name, g, nv, tv, deriv=1):
    n = nv + g.nc / 2
    gr = np.array([g.grad(n[0]), g.grad(n[1])])
    rows = [n[:, None], gr]
    if name == 'r2SCAN':                    # library: Hartree units, tau with factor 1/2
        rows += [np.zeros((2, 1, N, N, N)), (tv + g.tc / 2)[:, None] / 2]
    rho = np.concatenate(rows, axis=1).reshape(2, -1, NP)
    out = libxc.eval_xc(XC[name], rho, spin=1, deriv=deriv)
    E = 2 * g.dv * np.dot(out[0], n.sum(0).ravel())
    if deriv == 0:
        return E
    vr = 2 * np.array(out[1][0]).T.reshape(2, N, N, N)
    vs = 2 * np.array(out[1][1]).T.reshape(3, N, N, N)
    w = np.array(out[1][3]).T.reshape(2, N, N, N) if name == 'r2SCAN' else np.zeros_like(n)
    h = np.array([2 * vs[0] * gr[0] + vs[1] * gr[1], 2 * vs[2] * gr[1] + vs[1] * gr[0]])
    v = np.array([vr[s] - g.div(h[s]) for s in range(2)])
    return E, v, w, gr, h

def non_xc(C, g, nv):
    nt = nv.sum(0)
    vh = ifftn(8 * pi * g.inv * fftn(nt)).real
    kin = sum((abs(c)**2 * g.g2.ravel()[BASIS, None]).sum() for c in C)
    return kin + g.dv * ((g.vloc + vh / 2) * nt).sum(), g.vloc + vh

def scf(name, g, C, tol=1e-7):
    Gb = g.G.reshape(3, -1)[:, BASIS]; GG = Gb.T @ Gb
    hs, es = [], []
    for it in range(60):
        nv, tv, _ = valence(C, g)
        e0, ves = non_xc(C, g, nv)
        ex, v, w, _, _ = xc(name, g, nv, tv)
        H = np.array([np.diag(np.diag(GG)) + fftn(ves + v[s]).ravel()[DIFF] / NP
                      + GG * fftn(w[s]).ravel()[DIFF] / NP for s in range(2)])
        com = [(H[s] @ C[s]) @ C[s].conj().T for s in range(2)]
        err = np.concatenate([(x - x.conj().T).ravel() for x in com])
        if abs(err).max() < tol:
            ev = [np.linalg.eigvalsh(H[s]) for s in range(2)]
            return e0 + ex, C, [ev[s][NOCC[s]] - ev[s][NOCC[s] - 1] for s in range(2)]
        hs, es = (hs + [H])[-6:], (es + [err])[-6:]
        Em = np.array(es); B = (Em.conj() @ Em.T).real; dg = np.sqrt(np.diag(B))
        cf = np.linalg.lstsq(B / np.outer(dg, dg), 1 / dg, rcond=1e-12)[0] / dg
        Hx = np.einsum('k,ksij->sij', cf / cf.sum(), np.array(hs))
        C = [np.linalg.eigh(Hx[s])[1][:, :NOCC[s]] for s in range(2)]
    raise AssertionError('no SCF convergence')

def core_recip(g, pot, k):
    pg = (fftn(pot) / NP).conj()
    F = np.array([(1j * g.G * (pg * p * c.form(k, g.g2))).real.sum(AX) for c, p in zip(CORES, g.phase)])
    X = sum((pg * p).real * c.form(k, g.g2, True) for c, p in zip(CORES, g.phase))
    return F, -2 * np.einsum('axyz,bxyz,xyz->ab', g.G, g.G, X)
def core_real(g, pot, k):
    F, S = np.zeros((2, 3)), np.zeros((3, 3))
    for i, d, r2 in g.images():
        q = 2 * g.dv * pot.ravel() * CORES[i].radial(k, r2, True)
        F[i] += q @ d; S += (d * q[:, None]).T @ d
    return F, S

vec = lambda a: ' '.join('%.6f' % x for x in a)
voigt = lambda S: vec([S[0, 0], S[1, 1], S[2, 2], S[1, 2], S[0, 2], S[0, 1]])
for j in range(3):
    print('a%d [bohr]:' % (j + 1), CELL[j])
for i, c in enumerate(CORES):
    print('atom %s: frac %s Z=%.1f smear=%.1f bohr a=%.1f bohr qs=%.1f qp=%.1f'
          % ('AB'[i], FRAC[i], ZION[i], SMEAR, c.a, c.qs, c.qp))
print('Omega=%.3f bohr^3, Ecut=%.1f Ry, plane waves=%d, grid=%d^3' % (G0.vol, ECUT, len(BASIS), N))
print('1 Ry/bohr^3=%.2f GPa, 1 Ry/bohr=%.4f eV/A' % (GPA, EVA))

# core functions against Cartesian orbitals, Bessel quadrature, and Fourier synthesis
rng = np.random.default_rng(1)
for i, c in enumerate(CORES):
    ns = quad(lambda r: 4 * pi * r**2 * np.exp(-c.b * r * r), 0, 12)[0]
    npp = quad(lambda r: 4 * pi / 3 * r**4 * np.exp(-c.b * r * r), 0, 12)[0]
    orbs = [(c.qs / ns, lambda p: np.exp(-c.b * p @ p / 2))]
    orbs += [(c.qp / 3 / npp, lambda p, j=j: p[j] * np.exp(-c.b * p @ p / 2)) for j in range(3)]
    for p in rng.normal(size=(5, 3)):
        t = sum(o * sum(((f(p + e) - f(p - e)) / 2e-5)**2 for e in 1e-5 * np.eye(3)) for o, f in orbs)
        assert abs(sum(o * f(p)**2 for o, f in orbs) - c.radial('n', p @ p)) < 1e-10
        assert abs(t - c.radial('t', p @ p)) < 1e-8
    for k in 'nt':
        for G in (0.0, 0.7, 2.0, 4.5):
            q0 = quad(lambda r: 4 * pi * r**2 * c.radial(k, r * r) * spherical_jn(0, G * r), 0, 12, limit=200)[0]
            q1 = quad(lambda r: -4 * pi * r**3 * c.radial(k, r * r) * spherical_jn(1, G * r), 0, 12, limit=200)[0]
            assert abs(q0 - c.form(k, G * G)) < 1e-7 and abs(q1 - 2 * G * c.form(k, G * G, True)) < 1e-7
    r2 = np.linspace(0, 25, 400)
    assert (c.radial('t', r2) - r2 * c.radial('n', r2, True)**2 / c.radial('n', r2)).min() > 0
    print('core %s: rho(0)=%.5f e/bohr^3 t(0)=%.5f Ry/bohr^3 rho~(0)=%.4f e t~(0)=%.4f Ry'
          % ('AB'[i], c.radial('n', 0.0), c.radial('t', 0.0), c.form('n', 0.0), c.form('t', 0.0)))
    print("  G=2/bohr: rho~=%.5f e rho~'=%.5f e bohr t~=%.5f Ry t~'=%.5f Ry bohr"
          % (c.form('n', 4.0), 4 * c.form('n', 4.0, True), c.form('t', 4.0), 4 * c.form('t', 4.0, True)))
for k, ref in (('n', G0.nc), ('t', G0.tc)):
    syn = ifftn(sum(c.form(k, G0.g2) * p for c, p in zip(CORES, G0.phase))).real * NP / G0.vol
    assert abs(syn - ref).max() < 1e-7

step, I3 = 5e-5, np.eye(3)
shifts = {(i, a): [moved(i, sg * step * I3[a]) for sg in (1, -1)] for i in range(2) for a in range(3)}
strains = {ab: [strained(sg * step * np.outer(I3[ab[0]], I3[ab[1]])) for sg in (1, -1)]
           for ab in [(0, 0), (1, 1), (2, 2), (1, 2), (0, 2), (0, 1), (1, 0)]}
Hstart = np.diag(G0.g2.ravel()[BASIS]) + 0.5 * fftn(G0.vloc).ravel()[DIFF] / NP
C = [np.linalg.eigh(Hstart)[1][:, :k] for k in NOCC]
print('tensors below: dE/deps = Omega*sigma in Ry, order xx yy zz yz xz xy; forces in Ry/bohr')
TOLF, TOLS = 1e-6, 3e-6
for name in XC:
    meta = name == 'r2SCAN'
    Etot, C, gaps = scf(name, G0, C)
    assert min(gaps) > 0.01
    nv, tv, tab = valence(C, G0, True)
    E, v, w, gr, h = xc(name, G0, nv, tv)
    vb, wb = v.mean(0), w.mean(0)
    (Fn, Sn), (Ft, St) = core_recip(G0, vb, 'n'), core_recip(G0, wb, 't')
    (Fnr, Snr), (Ftr, Str) = core_real(G0, vb, 'n'), core_real(G0, wb, 't')
    ivn, iwt = G0.dv * (v * nv).sum(), G0.dv * (w * tv).sum()
    ivc, iwc = G0.dv * (vb * G0.nc).sum(), G0.dv * (wb * G0.tc).sum()
    Sg = -G0.dv * np.einsum('saxyz,sbxyz->ab', h, gr)
    Sgv = -G0.dv * np.einsum('saxyz,sbxyz->ab', h, np.array([G0.grad(x) for x in nv]))
    Stau = -2 * G0.dv * np.einsum('sxyz,sabxyz->ab', w, tab)
    Sreal = (E - ivn - iwt) * I3 + Sg + Stau + Snr + Str
    Srec = (E - ivn - iwt - ivc - iwc) * I3 + Sg + Stau + Sn + St
    Ffd, Sfd = np.zeros((2, 3)), np.zeros((3, 3))
    for key, (gp, gm) in shifts.items():
        Ffd[key] = -(xc(name, gp, nv, tv, 0) - xc(name, gm, nv, tv, 0)) / (2 * step)
    for key, pair in strains.items():
        ep, em = [xc(name, g, *valence(C, g)[:2], 0) for g in pair]
        Sfd[key] = (ep - em) / (2 * step)
        assert abs(Sfd[key] - Sreal[key]) < TOLS and abs(Sfd[key] - Srec[key]) < TOLS
    assert abs(Ffd - Fn - Ft).max() < TOLF and abs(Ffd - Fnr - Ftr).max() < TOLF
    assert abs(Snr - (Sn - ivc * I3)).max() < TOLS and abs(Str - (St - iwc * I3)).max() < TOLS
    # wrong variants must miss the finite-difference result
    assert abs(Sfd[0, 0] - (Sreal - Sg + Sgv)[0, 0]) > 100 * TOLS
    assert abs(Sfd[0, 0] - (Srec[0, 0] + ivc + iwc)) > 100 * TOLS
    if meta:
        assert abs(Ffd - Fn).max() > 20 * TOLF and abs(Sfd[0, 0] - (Sreal - Str)[0, 0]) > 100 * TOLS
    print('== %s: E_el=%.6f Exc=%.6f gaps up/dn=%.4f %.4f Ry' % (name, Etot, E, gaps[0], gaps[1]))
    for i in range(2):
        print('F_%s rho term:' % 'AB'[i], vec(Fn[i]))
        if meta:
            print('F_%s tau term:' % 'AB'[i], vec(Ft[i]))
            print('F_%s sum:' % 'AB'[i], vec(Fn[i] + Ft[i]))
        print('F_%s finite diff:' % 'AB'[i], vec(Ffd[i]))
    print('|F_B core| = %.6f Ry/bohr = %.4f eV/A' % (np.linalg.norm(Fn[1] + Ft[1]), np.linalg.norm(Fn[1] + Ft[1]) * EVA))
    print('int v nv=%.6f w tv=%.6f vbar nc=%.6f wbar tc=%.6f Ry' % (ivn, iwt, ivc, iwc))
    print('gradient term:', voigt(Sg))
    print('  same, valence gradient only (wrong):', voigt(Sgv))
    print('C rho, real form:', voigt(Snr))
    print('C rho, G sum only:', voigt(Sn))
    if meta:
        print('valence tau tensor term:', voigt(Stau))
        print('C tau, real form:', voigt(Str))
        print('C tau, G sum only:', voigt(St))
    print('total formula:', voigt(Sreal))
    print('finite diff:  ', voigt(Sfd))
    pr = lambda S: -np.trace(S) / 3 / G0.vol * GPA
    print('P_xc=%.3f GPa, from C rho %.3f GPa, from C tau %.3f GPa' % (pr(Sreal), pr(Snr), pr(Str)))

# iso-orbital indicator alpha with and without the core kinetic energy density (r2SCAN orbitals)
n = nv + G0.nc / 2
tw, tu = (gr**2).sum(1) / (4 * n), 0.6 * (6 * pi**2)**(2 / 3) * n**(5 / 3)
al_with, al_without = (tv + G0.tc / 2 - tw) / tu, (tv - tw) / tu
assert al_with.min() > 0 and al_without.min() < -0.01
print('min alpha up/dn with tc: %.5f %.5f; without tc: %.4f %.4f'
      % (al_with[0].min(), al_with[1].min(), al_without[0].min(), al_without[1].min()))
print('cell fraction with alpha<0 without tc, up/dn: %.3f %.3f' % tuple((al_without[s] < 0).mean() for s in range(2)))

# orbital response drops out: re-converged r2SCAN energies against frozen-orbital terms
direc = np.array([2.0, -1.0, 2.0]) / 3
epsd = np.array([[1.0, 0.5, 0.0], [0.5, -0.3, 0.2], [0.0, 0.2, 0.6]])
print('SCF test: B moved along', np.round(direc, 4), 'strain direction', voigt(epsd))
for label, hh, make, formula, core, tol in (
        ('dE/dR [Ry/bohr]', 1e-3, lambda t: moved(1, t * direc), -(Fn[1] + Ft[1]) @ direc, -(Fn[1] + Ft[1]) @ direc, 1e-5),
        ('dE/deps [Ry]', 5e-4, lambda t: strained(t * epsd), (Sreal * epsd).sum(), ((Snr + Str) * epsd).sum(), 3e-5)):
    gp, gm = make(hh), make(-hh)
    relaxed = (scf('r2SCAN', gp, C)[0] - scf('r2SCAN', gm, C)[0]) / (2 * hh)
    frozen = (non_xc(C, gp, valence(C, gp)[0])[0] - non_xc(C, gm, valence(C, gm)[0])[0]) / (2 * hh)
    assert abs(relaxed - frozen - formula) < tol and abs(core) > 10 * tol
    print('%s: relaxed %.6f, non-xc %.6f + xc %.6f = %.6f, core part %.6f'
          % (label, relaxed, frozen, formula, frozen + formula, core))
print('all good')
```

Printed output:

```
a1 [bohr]: [6. 0. 0.]
a2 [bohr]: [0.6 6.2 0. ]
a3 [bohr]: [-0.3  0.4  5.8]
atom A: frac [0. 0. 0.] Z=2.0 smear=1.0 bohr a=1.0 bohr qs=1.0 qp=2.0
atom B: frac [0.35 0.4  0.45] Z=1.0 smear=1.0 bohr a=1.2 bohr qs=0.5 qp=1.0
Omega=215.760 bohr^3, Ecut=10.0 Ry, plane waves=115, grid=21^3
1 Ry/bohr^3=14710.51 GPa, 1 Ry/bohr=25.7110 eV/A
core A: rho(0)=0.17959 e/bohr^3 t(0)=0.71835 Ry/bohr^3 rho~(0)=3.0000 e t~(0)=6.5000 Ry
  G=2/bohr: rho~=0.61313 e rho~'=-1.10364 e bohr t~=1.04233 Ry t~'=-1.90071 Ry bohr
core B: rho(0)=0.05196 e/bohr^3 t(0)=0.14434 Ry/bohr^3 rho~(0)=1.5000 e t~(0)=2.2569 Ry
  G=2/bohr: rho~=0.12794 e rho~'=-0.41169 e bohr t~=0.16986 Ry t~'=-0.38202 Ry bohr
tensors below: dE/deps = Omega*sigma in Ry, order xx yy zz yz xz xy; forces in Ry/bohr
== PBE: E_el=-4.997135 Exc=-5.640184 gaps up/dn=0.4869 0.7467 Ry
F_A rho term: 0.008232 0.005163 0.005792
F_A finite diff: 0.008232 0.005163 0.005792
F_B rho term: -0.010031 -0.006846 -0.006370
F_B finite diff: -0.010031 -0.006846 -0.006370
|F_B core| = 0.013713 Ry/bohr = 0.3526 eV/A
int v nv=-2.726538 w tv=0.000000 vbar nc=-4.585674 wbar tc=0.000000 Ry
gradient term: 0.089690 0.087879 0.082839 -0.000013 -0.002016 -0.003265
  same, valence gradient only (wrong): 0.026790 0.027084 0.024085 -0.000167 -0.000418 -0.000989
C rho, real form: 3.592455 3.596923 3.616770 0.006261 0.011534 0.022868
C rho, G sum only: -0.993219 -0.988751 -0.968903 0.006261 0.011534 0.022868
total formula: 0.768498 0.771155 0.785963 0.006248 0.009518 0.019602
finite diff:   0.768498 0.771155 0.785963 0.006248 0.009518 0.019602
P_xc=-52.853 GPa, from C rho -245.588 GPa, from C tau -0.000 GPa
== r2SCAN: E_el=-4.984342 Exc=-5.657944 gaps up/dn=0.5609 0.7786 Ry
F_A rho term: -0.002211 -0.001607 0.002404
F_A tau term: 0.009065 0.005968 0.002599
F_A sum: 0.006853 0.004361 0.005003
F_A finite diff: 0.006853 0.004361 0.005003
F_B rho term: -0.006985 -0.005217 -0.005355
F_B tau term: -0.001332 -0.000856 -0.000086
F_B sum: -0.008318 -0.006072 -0.005441
F_B finite diff: -0.008318 -0.006072 -0.005441
|F_B core| = 0.011647 Ry/bohr = 0.2995 eV/A
int v nv=-3.032393 w tv=0.081282 vbar nc=-5.090807 wbar tc=0.416655 Ry
gradient term: 0.140474 0.137738 0.132470 0.000627 -0.002379 -0.002782
  same, valence gradient only (wrong): 0.043105 0.043641 0.040319 -0.000050 -0.000450 -0.000821
C rho, real form: 3.844252 3.835394 3.863310 0.012103 0.008960 0.025020
C rho, G sum only: -1.246555 -1.255413 -1.227497 0.012103 0.008960 0.025020
valence tau tensor term: -0.053461 -0.058754 -0.050351 0.001141 -0.000853 0.000932
C tau, real form: -0.366476 -0.355030 -0.359308 -0.005964 0.000859 -0.006149
C tau, G sum only: 0.050178 0.061625 0.057347 -0.005964 0.000859 -0.006149
total formula: 0.857956 0.852516 0.879289 0.007907 0.006587 0.017021
finite diff:   0.857956 0.852516 0.879289 0.007907 0.006587 0.017021
P_xc=-58.857 GPa, from C rho -262.333 GPa, from C tau 24.563 GPa
min alpha up/dn with tc: 0.32136 0.43631; without tc: -4.0742 -5.3544
cell fraction with alpha<0 without tc, up/dn: 0.648 0.943
SCF test: B moved along [ 0.6667 -0.3333  0.6667] strain direction 1.000000 -0.300000 0.600000 0.200000 0.000000 0.500000
dE/dR [Ry/bohr]: relaxed 0.032348, non-xc 0.025200 + xc 0.007148 = 0.032348, core part 0.007148
dE/deps [Ry]: relaxed -0.366783, non-xc -1.516743 + xc 1.149958 = -0.366785, core part 4.557395
all good
```
